Rotational Averages of Hyperpolarizabilities and the Factor of Three in S-State Atoms, part 2

We seek the orientational averages of the static hyperpolarizabilities β and γ, and the relation that spherical symmetry imposes on γ. The nuclei are fixed and the field F is uniform. Repeated indices are summed. The dipole is −∂E/∂F_a, where E(F) is the energy:

μ_a(F) = μ_a + α_ab F_b + (1/2) β_abc F_b F_c + (1/6) γ_abcd F_b F_c F_d + … (6)

Static β and γ are symmetric in all indices. In a molecule, z lies along the permanent dipole μ. The field has direction n = (sin θ cos φ, sin θ sin φ, cos θ), and a subscript n denotes a component along it, as in γ_nnnn = n_a n_b n_c n_d γ_abcd:

μ_n = μ n_z + α_nn F + (1/2) β_nnn F² + (1/6) γ_nnnn F³ + …, (8)

The equally weighted mean over orientations is ⟨…⟩. With c = cos θ,

⟨cᵏ⟩ = (1/2) ∫ cᵏ dc from −1 to 1 = 1/(k + 1) for even k, and 0 for odd k. (3)

The averages are

β∥ = 3 ⟨n_z β_nnn⟩. (14)

β∥ = (3/5) Σ_i β_zii = (3/5)(β_zxx + β_zyy + β_zzz). (16)

γ∥ = (1/5) Σ_ij γ_iijj
= (1/5)[γ_xxxx + γ_yyyy + γ_zzzz + 2(γ_xxyy + γ_xxzz + γ_yyzz)]. (21)

At temperature T the Boltzmann weight is exp(x n_z), with x = μF/(kT) and k the Boltzmann constant. Then

thermal mean of β_nnn = x β∥/3 to first order in the field. (19)

For an atom without spin–orbit coupling, let U rotate the electrons and R rotate vectors likewise. The Hamiltonian H(F) obeys

U H(F) U⁻¹ = H(RF). (22)

For an isolated S level (orbital angular momentum L = 0), the polarizability α is the same in every direction, and

E(RF) = E(F). (23)

E⁽⁴⁾(F) = −(1/24) γ_zzzz (F_x² + F_y² + F_z²)². (24)

The general fourth-order energy has the F_x² F_z² term

−(6/24) γ_xxzz F_x² F_z². (26)

Comparison gives

γ_zzzz = 3 γ_xxzz. (27)

**Physical meaning of the factor.** Differentiation of (24) gives the induced dipole. Since ∂(F²)²/∂F_a = 4F² F_a, where F² = F_x² + F_y² + F_z², the dipole through third order is

μ_a = [α + (1/6) γ_zzzz F²] F_a. (29)

The dipole is parallel to the field. Now let a strong field F_z be present and add a very weak probe field. For a probe along x, the change of F² is of second order in the probe and can be dropped. For a probe along z, the derivative acts on F_z³. The polarizabilities felt by the probe are

∂μ_x/∂F_x = α + (1/6) γ_zzzz F_z²,
∂μ_z/∂F_z = α + (1/2) γ_zzzz F_z². (30)

The strong field changes the response parallel to itself three times as much as the response perpendicular to it. A perpendicular probe turns the total field without altering its strength to first order. A parallel probe alters the strength, and the coefficient in the bracket of (29) then changes as well.

**Where the relation fails.** For a level with L ≠ 0, a chosen component such as a p_z state has a direction of its own. Its energy in a field along z generally differs from its energy in a field along x, so (23) does not hold for this state. By (22), the complete set of energies still depends only on the strength of the field.

The relation also fails, for a different reason, if the S level is degenerate with a P level (L = 1) to which the dipole operator couples it. In nonrelativistic hydrogen the 2s level coincides with 2p. If the dipole matrix element between 2s and the 2p state along the field has magnitude D, the field couples the two by an energy of magnitude DF, and the levels split by ±DF. This is independent of the field direction, but F = √(F_x² + F_y² + F_z²) has no Taylor series at zero field, so the expansion that defines γ does not exist.

For oscillating fields the indices of γ belong to different frequencies, and full index symmetry is lost. Rotation then gives a weaker relation. Take the field direction halfway between x and z, n = (1, 0, 1)/√2. Components with an odd number of indices x vanish by a half turn about z. A quarter turn about y exchanges x and z, up to signs that cancel in pairs, so γ_zzxx = γ_xxzz and similarly for the other arrangements. Since γ_nnnn must equal γ_zzzz,

γ_zzzz = (1/4)[2 γ_zzzz + 2(γ_xxzz + γ_xzxz + γ_xzzx)]. (31)

Multiplication by 4 and subtraction of 2γ_zzzz give

γ_zzzz = γ_xxzz + γ_xzxz + γ_xzzx. (32)

For static fields the three terms are equal and (27) returns.

**The hydrogen atom.** The ground state of hydrogen, treated without relativity and with a fixed nucleus, gives a case in which both components can be computed separately. All values are in atomic units (a.u.) unless another unit is named. The basis consists of s, p and d functions with radial parts r^(l+k) e^(−r), where l is the orbital angular momentum of the function and k runs from 0 to 4. Functions beyond d are not needed for γ. Each action of the dipole operator changes l by one, and a fourth-order process that starts and ends in an s state can reach l = 2 at most.

The component γ_zzzz comes from the fourth-order energy in a field along z. For γ_xxzz, write E(F_x, F_z) for the energy and take equal strengths f along the two axes. In the combination

E(f, f) − E(f, 0) − E(0, f) + E(0, 0) = −(1/4) γ_xxzz f⁴ + O(f⁶) (33)

the terms that depend on one field component cancel. There is no second-order cross term, since α_xz = 0. What remains at fourth order is (26), with 6/24 = 1/4. Several values of f are used to remove the higher powers. The results are

γ_zzzz = 1333.1 a.u., γ_xxzz = 444.4 a.u. (34)

Three times the second value is 1333.2 a.u., which agrees with the first within rounding. The unrounded ratio is 3.0000. An enlarged radial basis gives the same γ_zzzz to the digits shown. In SI units it is 8.31 × 10⁻⁶² C⁴ m⁴ J⁻³.

Equation (23) was tested separately by turning a field of 0.01 a.u. through a set of directions. The energy varied by 3 × 10⁻¹⁵ hartree. For comparison, the fourth-order shift in this field is 1333.1 × 10⁻⁸/24 = 5.6 × 10⁻⁷ hartree in magnitude.

The same field illustrates (30). The computed polarizability is α = 4.50 a.u. For a parallel probe the increase is (1/2) × 1333.1 × 10⁻⁴ = 0.067 a.u., or 1.5 % of α. For a perpendicular probe it is one third of this, 0.022 a.u. or 0.5 %. Both figures are of leading order in the strong field.

To see whether the ratio depends on spherical symmetry, the potential q(3 cos²θ − 1)/r with q = 0.10 a.u. was added to the atom, where θ is the angle from the z axis. It distinguishes z from x and y. In the same basis the components become 1007.5 and 410.8 a.u., with the ratio

γ_zzzz/γ_xxzz = 1007.5/410.8 = 2.45. (35)

The same numerical procedure no longer gives 3. The added potential mixes d functions into the ground state, so functions beyond d now contribute to γ. The basis does not contain them, and the two values describe the model within that basis only. With functions up to l = 6 and a larger radial basis the components become 954.9 and 406.2 a.u. and the ratio becomes 2.35, still far from 3.

**The water molecule.** Water has a permanent dipole and needs both averages. The molecule lies in the yz plane, with bond length 0.96 Å and bond angle 104.5°, chosen as round values. The level of theory is restricted Hartree–Fock in the aug-cc-pVDZ basis. Its energy is stationary with respect to the orbitals, and the basis does not depend on the field, so the dipole is again −∂E/∂F_a. The calculation leaves out electron correlation, the motion of the nuclei and more diffuse basis functions. The lack of more diffuse functions is serious for γ, whose components can rise substantially when such functions are added. Convergence with the basis has not been established for β either, so the relative sizes of the components below belong to this basis. The results illustrate the averages and are not predictions of measured values.

The tensor components follow from dipoles in finite fields. For a field of strength f along ±y, the terms odd in f cancel in the sum, and (6) gives

μ_z(f) + μ_z(−f) − 2μ_z(0) = β_zyy f² + O(f⁴). (36)

The other β_zii are found in the same way. With the dipole μ_z = 0.787 a.u., the values are

β_zxx = −0.05, β_zyy = −12.29, β_zzz = −5.11 a.u. (37)

Their sum is −17.45 a.u., and (16) gives

β∥ = (3/5)(−17.45) = −10.47 a.u. = −3.36 × 10⁻⁵² C³ m³ J⁻². (38)

In this basis the largest contribution, 70 % of the sum, comes from β_zyy. It describes the change of the dipole along z caused by a field in the molecular plane but perpendicular to the dipole. The component β_zzz alone would thus be a poor guide to the average. The components β_zyy and β_zzz are negative, so the second-order effect of a field along y or z is to reduce the dipole component μ_z. The component β_zxx is almost zero in this basis, and its size and sign should not be taken as properties of the molecule.

For the second hyperpolarizability the diagonal components are

γ_xxxx = 752.8, γ_yyyy = 381.6, γ_zzzz = 572.9 a.u., (39)

with the sum 1707.3 a.u. The mixed components are

γ_xxyy = 203.9, γ_xxzz = 215.2, γ_yyzz = 226.2 a.u., (40)

with the sum 645.3 a.u. Equation (21) gives

γ∥ = (1/5)(1707.3 + 2 × 645.3) = 2997.9/5 = 599.6 a.u. (41)

In SI units this is 3.74 × 10⁻⁶² C⁴ m⁴ J⁻³. The finite differences leave the values in (39) to (41) uncertain by about 0.2 a.u.; differentiation of an analytically computed β with respect to the field, in the same basis, gives γ_xxxx = 752.6 and γ∥ = 599.4 a.u. In this basis the largest diagonal component belongs to the direction perpendicular to the molecular plane. The ratio γ_zzzz/γ_xxzz is 2.66. Water is not spherical, and (27) does not apply to it.

**Averages without tensor components.** The averages can also be obtained by placing the field along many directions and recording the dipole μ_n along the field. The mean of (8), with and without the weight n_z, is

⟨n_z μ_n⟩ = μ/3 + (1/6) β∥ F² + O(F⁴), (42)

⟨μ_n⟩ = ⟨α_nn⟩ F + (1/6) γ∥ F³ + O(F⁵). (43)

In (42) the quadratic term is (1/2)⟨n_z β_nnn⟩ = (1/2)(β∥/3), by (14). The terms left out between the powers shown contain an odd number of cosines.

Eighteen directions are enough for the terms written out, which have at most four cosines. They combine three values of cos θ, namely 0 and ±√(3/5), with six equally spaced angles φ. The weights for cos θ are 4/9 for the value 0 and 5/18 for each of the others. They reproduce (3) for the second and fourth powers, though not for the sixth and higher even powers:

2 × (5/18) × (3/5) = 1/3, 2 × (5/18) × (9/25) = 1/5. (44)

The six angles average cos mφ and sin mφ to zero for m = 1 to 5, as the full circle does. Higher powers of F are separated by the use of three field strengths, 0.002, 0.004 and 0.006 a.u.

This route gives β∥ = −10.47 a.u. and γ∥ = 599.5 a.u. The first agrees with (38) to the digits shown. The second differs from (41) by 0.1 a.u., or 0.02 % of γ∥, which is within the numerical uncertainty of the finite differences. The comparison tests the factors 3/5 and 1/5 on a molecule in which all the components that enter differ from one another.

**A thermal mean.** At 300 K and in a field of 10⁷ V/m, the computed dipole gives x = μF/(kT) = 0.0161. Equation (19) then predicts

thermal mean of β_nnn = 0.0161 × (−10.47)/3 = −0.056 a.u. (45)

The mean with the full weight exp(x n_z) has the same value to this accuracy. It is about 0.5 % of β∥, since x/3 = 0.0054. Two limits apply. The rotation was treated classically; quantized rotation of the rigid molecule lowers the result at 300 K by about 3 %, to −0.055 a.u. A static field of 10⁷ V/m also lies above the breakdown field of common gases at atmospheric pressure, so it serves here only as a generous upper value. Even in this field the thermal orientation is slight, and the quadratic responses of differently oriented molecules nearly cancel. The numerical output following this section lists the main inputs and the results.

Table of computed values

```
WATER, RHF/aug-cc-pVDZ, z along dipole, molecule in yz plane
O-H bond length              0.96 angstrom
H-O-H angle                  104.5 degree
field strengths              0.002 0.004 0.006 a.u.
number of field directions   18
dipole mu_z                  0.7873 a.u.
beta_zxx                     -0.05 a.u.
beta_zyy                     -12.29 a.u.
beta_zzz                     -5.11 a.u.
sum_i beta_zii               -17.45 a.u.
beta_par, tensor formula     -10.47 a.u.
beta_par, direct orientation -10.47 a.u.
beta_par, tensor formula     -3.357e-52 C^3 m^3 J^-2
gamma_xxxx                   752.8 a.u.
gamma_yyyy                   381.6 a.u.
gamma_zzzz                   572.9 a.u.
gamma_xxyy                   203.9 a.u.
gamma_xxzz                   215.2 a.u.
gamma_yyzz                   226.2 a.u.
sum_ij gamma_iijj            2997.9 a.u.
gamma_par, tensor formula    599.6 a.u.
gamma_par, direct orientation 599.5 a.u.
gamma_par, tensor formula    3.739e-62 C^4 m^4 J^-3
water gamma_zzzz/gamma_xxzz  2.663 (no unit)
THERMAL MEAN FOR WATER
temperature                  300 K
laboratory field             1.0e+07 V/m
x = mu F/(kT)                0.01612 (no unit)
mean beta_nnn, full weight   -0.05624 a.u.
x beta_par/3                 -0.05624 a.u.
HYDROGEN ATOM, ground state
energy without field         -0.500000 hartree
alpha_zz                     4.5000 a.u.
gamma_zzzz                   1333.1 a.u.
gamma_xxzz                   444.4 a.u.
gamma_zzzz/gamma_xxzz        3.0000 (no unit)
gamma_zzzz                   8.313e-62 C^4 m^4 J^-3
gamma_zzzz, larger basis     1333.1 a.u.
energy spread on turning F   3e-15 hartree (F = 0.01 a.u.)
CONTROL: added potential q(3cos^2(theta)-1)/r, same basis
q                            0.10 a.u.
gamma_zzzz                   1007.5 a.u.
gamma_xxzz                   410.8 a.u.
gamma_zzzz/gamma_xxzz        2.453 (no unit)
```
